# Bardeen's tunnelling matrix element as a surface current

An electron tunnels directly through a gate insulator made of a thin interlayer and a high-k film. In the effective-mass approximation its Hamiltonian is

\[
H=-\frac{\hbar^2}{2}\nabla\cdot\frac{1}{m(\mathbf r)}\nabla+V(\mathbf r),
\]

with real \(V\) and a positive scalar mass \(m\) that may jump between layers. At a jump, the wave function and its flux \((1/m)\partial_n\) are continuous.

Two model Hamiltonians describe the electrodes separately. \(H_L\) has the true \(m\) and \(V\) in the left electrode and throughout the barrier, but continues the barrier into the region of the right electrode. \(H_R\) has the true \(m\) and \(V\) in the barrier and the right electrode, and continues the barrier to the left. Their normalised bound states obey

\[
H_L\psi=E_l\psi,\qquad H_R\chi=E_r\chi ,
\]

and vanish on the outer boundary. Each penetrates the barrier as a decaying tail. Neither is an eigenstate of \(H\).

## (a) Which matrix element moves the electron?

**Let \(E_l=E_r=E\), and let the electron start in \(\psi\). Find the leading-order motion between \(\psi\) and \(\chi\), and the quantity that sets its rate.**

**Solution.** Restrict the wave function to the two states,

\[
\Psi=e^{-iEt/\hbar}\,[a(t)\psi+b(t)\chi].
\]

Inserting this in \(i\hbar\,\partial_t\Psi=H\Psi\) and cancelling the phase factor gives

\[
i\hbar(\dot a\,\psi+\dot b\,\chi)=a(H-E)\psi+b(H-E)\chi .
\]

Project on \(\chi\) and then on \(\psi\). With \(s=\langle\chi|\psi\rangle\), \(M=\langle\chi|H-E|\psi\rangle\), \(D_l=\langle\psi|H-E|\psi\rangle\) and \(D_r=\langle\chi|H-E|\chi\rangle\),

\[
i\hbar(\dot b+s\dot a)=Ma+D_rb,\qquad
i\hbar(\dot a+s^*\dot b)=D_la+M^*b .
\]

The second equation contains \(M^*\) because \(H\) is Hermitian.

Let \(\epsilon\) be the small factor by which a tail decays in crossing the barrier. Both \(M\) and \(s\) contain one crossing and are of order \(\epsilon\). For \(D_r\), use \(E=\langle\chi|H_R|\chi\rangle\). Then \(D_r\) contains only \(H-H_R\), which acts in the left electrode, where both factors of \(\chi\) are tails. Hence \(D_r\), and likewise \(D_l\), is of order \(\epsilon^2\). Since \(\dot a\) and \(\dot b\) are of order \(\epsilon\), the terms with \(s\) are also of order \(\epsilon^2\). To leading order

\[
i\hbar\dot b=Ma,\qquad i\hbar\dot a=M^*b .
\]

With \(a(0)=1\) and \(b(0)=0\) the solution is

\[
a=\cos\frac{|M|t}{\hbar},\qquad
b=-i\frac{M}{|M|}\sin\frac{|M|t}{\hbar}.
\]

The transfer probability is \(|b|^2=\sin^2(|M|t/\hbar)\), and the stationary levels are \(E\pm|M|\). The required quantity is therefore \(M\).

This reduction needs \(|D_l-D_r|\ll2|M|\) and all other levels to be much farther away than \(|M|\). The other levels shift the pair in second order, by amounts that are also of order \(\epsilon^2\) and can exceed \(D_l\) and \(D_r\). These conditions concern the use of \(M\). Its evaluation below is exact for the chosen model states.

## (b) From the volume to a surface

**Let \(S\) be a surface inside the barrier that separates the electrodes. For arbitrary \(E_l\) and \(E_r\), reduce \(\langle\chi|H|\psi\rangle\) to overlaps and an integral over \(S\). Then find \(M\) at equal energies.**

**Solution.** If the continued mass differs from the true mass of the right electrode, the true flux of \(\psi\) jumps at that electrode's edge. Differentiating this jump would produce a delta function. The matrix element is therefore defined by the energy form

\[
\langle\chi|H|\psi\rangle=\int\left[\frac{\hbar^2}{2m}\nabla\chi^*\cdot\nabla\psi+V\chi^*\psi\right]d^3r ,
\]

which needs first derivatives only. Divide space into \(\Omega_L\) and \(\Omega_R\), left and right of \(S\), and let \(\mathbf n\) point from left to right.

In \(\Omega_L\), \(\psi\) obeys the equation with the true \(m\) and \(V\). Use

\[
\frac{\hbar^2}{2m}\nabla\chi^*\cdot\nabla\psi
=\nabla\cdot\left(\chi^*\frac{\hbar^2}{2m}\nabla\psi\right)
-\chi^*\nabla\cdot\left(\frac{\hbar^2}{2m}\nabla\psi\right).
\]

The last term and \(V\chi^*\psi\) add up to \(E_l\chi^*\psi\). The divergence becomes a surface term. Contributions from layer interfaces cancel, because \(\chi\) and the flux of \(\psi\) are continuous there, and the outer boundary gives zero. Thus

\[
\langle\chi|H|\psi\rangle_{\Omega_L}
=E_l\int_{\Omega_L}\chi^*\psi\,d^3r
+\int_S\frac{\hbar^2}{2m}\chi^*\partial_n\psi\,dS .
\]

In \(\Omega_R\) it is \(\chi\) that obeys the true equation, so the derivative is moved off \(\psi\). The outward normal on \(S\) is now \(-\mathbf n\):

\[
\langle\chi|H|\psi\rangle_{\Omega_R}
=E_r\int_{\Omega_R}\chi^*\psi\,d^3r
-\int_S\frac{\hbar^2}{2m}\psi\,\partial_n\chi^*\,dS .
\]

Here the flux of \(\chi\) is continuous, and continuity of \(\psi\) suffices. Adding the two parts gives

\[
\langle\chi|H|\psi\rangle=M_S
+E_l\int_{\Omega_L}\chi^*\psi\,d^3r+E_r\int_{\Omega_R}\chi^*\psi\,d^3r ,
\]

\[
M_S=\frac{\hbar^2}{2}\int_S\frac1m\left(\chi^*\partial_n\psi-\psi\,\partial_n\chi^*\right)dS .
\]

For \(E_l=E_r=E\) the two overlaps combine to \(E\langle\chi|\psi\rangle\), and

\[
M=\langle\chi|H-E|\psi\rangle=M_S .
\]

If \(\psi\) and \(\chi\) are positive, \(\psi\) falling and \(\chi\) rising along \(\mathbf n\), both terms are negative and \(M<0\). The combination \(\psi+\chi\) then has the lower energy, \(E+M\).

## (c) Moving the surface

**How does \(M_S\) change when \(S\) is moved or bent within the barrier? What is its relation to the probability current?**

**Solution.** At equal energies part (b) already implies that \(M_S\) cannot change, since \(\langle\chi|H-E|\psi\rangle\) does not refer to \(S\). A local argument shows why, and also covers unequal energies. Define

\[
\mathbf J=\frac{\hbar^2}{2m}\left(\chi^*\nabla\psi-\psi\nabla\chi^*\right).
\]

In its divergence the two products \(\nabla\chi^*\cdot\nabla\psi\) cancel. In the barrier both functions obey the true equation, so

\[
\nabla\cdot\mathbf J=\chi^*(V-E_l)\psi-\psi(V-E_r)\chi^*
=(E_r-E_l)\chi^*\psi .
\]

Integrate over the region between \(S_1\) and a surface \(S_2\) to its right. The normal component of \(\mathbf J\) is continuous at layer interfaces, and the side boundary contributes nothing. Therefore

\[
M_{S_2}-M_{S_1}=(E_r-E_l)\int_{S_1}^{S_2}\chi^*\psi\,d^3r .
\]

At equal energies the right side vanishes, whatever the shapes of the surfaces. If they cross, compare each with a third surface to the left of both. At unequal energies \(M_S\) generally depends on the surface, and the overlap terms of part (b) must be kept.

The proof needs \(S\) to lie where both model Hamiltonians agree with \(H\). Inside an electrode one of the functions obeys the wrong equation, and the divergence no longer cancels.

Although \(\mathbf J\) has the form of a current, it is built from two different states. For the state of part (a), the probability current through \(S\) is

\[
I=\int_S\frac{\hbar}{2im}\left(\Psi^*\partial_n\Psi-\Psi\,\partial_n\Psi^*\right)dS .
\]

Take \(\psi\) and \(\chi\) real, as is possible for nondegenerate bound states, since \(H_L\) and \(H_R\) are real. Neither then carries current alone. The cross terms give

\[
I=\frac{ab^*M}{i\hbar}+\text{c.c.}=\frac{2}{\hbar}\,\mathrm{Im}(ab^*M)
=\frac{|M|}{\hbar}\sin\frac{2|M|t}{\hbar}.
\]

This equals \(d|b|^2/dt\). In this two-state approximation the same current crosses every surface in the barrier. The exact current varies somewhat across the barrier, because the charge held in the tails changes with time. It also contains rapid oscillations, because the initial state \(\psi\) has small components on other levels of \(H\). For the stack of part (e), near the time of peak current, the first effect stays below 1%. The oscillations are about 7% (rms) of \(|M|/\hbar\) near the gate edge, and about 1% or less from the middle of the film to the left edge of the barrier.

## (d) Planar layers

**Specialise \(M\) to a planar stack. What is continuous between two insulators, and what follows for one uniform barrier of thickness \(t_b\)?**

**Solution.** Let both states carry in-plane plane waves normalised on the gate area. The in-plane integral is one for equal wave vectors and zero otherwise. A wave vector \(k\) adds \(\hbar^2k^2/2m(z)\) to the potential. What remains is

\[
M=\frac{\hbar^2}{2m(z)}\left[\chi\psi'-\psi\chi'\right],
\]

with real functions normalised along \(z\). At equal energies this is constant through the whole barrier, even if fields tilt the band edges. The bracket alone is not constant: it is proportional to \(m(z)\), and jumps by the mass ratio between layers.

For a uniform flat barrier, with the outer boundaries far away, \(\psi=\psi_0e^{-\kappa z}\) and \(\chi=\chi_t e^{-\kappa(t_b-z)}\), where \(\psi_0\) and \(\chi_t\) are the values at the respective electrode edges. Then \(\psi'=-\kappa\psi\), \(\chi'=\kappa\chi\), and

\[
M=-\frac{\hbar^2\kappa}{m}\,\psi_0\chi_t\,e^{-\kappa t_b}.
\]

The falling and rising exponentials compensate each other at every plane.

## (e) A two-layer gate stack

**Evaluate \(M\) for the following model at \(k=0\), and examine the conditions used above.** The left electrode, interlayer, high-k film and gate are 3.0, 0.5, 1.5 and 2.0 nm wide, with masses 0.9, 0.5, 0.2 and 0.5 \(m_e\). Hard walls close the outer ends. Each model Hamiltonian replaces the missing electrode by a region with the constant mass and band edge that the barrier has where it meets that electrode. The insulator barriers at zero field are 3.0 and 1.5 eV above the left band bottom, and the permittivities are 4 and 20. The interlayer band edge falls by 0.2 eV/nm towards the gate.

**Solution.** Continuity of the displacement field gives a slope of \(0.2\times4/20=0.04\) eV/nm in the high-k film. The states were computed by diagonalization in a spectral-element basis (piecewise polynomials of high degree). The gate band bottom was adjusted until the lowest levels of \(H_L\) and \(H_R\) coincided. This occurs at \(-0.1188\) eV, with \(E=0.0438\) eV.

With \(z=0\) at the left edge of the interlayer, some values are:

| \(z\) (nm) | \(\psi\) (nm\(^{-1/2}\)) | \(\chi\) (nm\(^{-1/2}\)) |
|---|---|---|
| 0 | 7.2862e-2 | 1.8697e-4 |
| 0.25 | 1.5493e-2 | 8.8401e-4 |
| 0.50 | 3.2084e-3 | 4.1298e-3 |
| 0.875 | 1.1862e-3 | 1.0833e-2 |
| 1.25 | 4.4102e-4 | 2.9154e-2 |
| 1.625 | 1.6487e-4 | 7.8365e-2 |

The matrix element can be estimated by hand from

\[
M=-\frac{\hbar^2}{2m}\,\psi\chi\,(q_\psi+q_\chi),\qquad
q_\psi=-\frac{\psi'}{\psi},\quad q_\chi=\frac{\chi'}{\chi},
\]

and \(\hbar^2/2m_e=0.0381\) eV nm². At \(z=1.25\) nm, the logarithms of the neighbouring values give

\[
q_\psi\approx\frac{\ln(1.1862\times10^{-3}/1.6487\times10^{-4})}{0.75\ \text{nm}}=2.631\ \text{nm}^{-1},
\]

and similarly \(q_\chi\approx2.638\) nm⁻¹. Since \(\psi\chi=1.286\times10^{-5}\) nm⁻¹,

\[
M\approx-\frac{0.0381}{0.2}(1.286\times10^{-5})(5.269)\ \text{eV}=-12.9\ \mu\text{eV}.
\]

In the interlayer at 0.25 nm, the same procedure gives \(q_\psi+q_\chi\approx12.44\) nm⁻¹ and \(\psi\chi=1.370\times10^{-5}\) nm⁻¹. With mass 0.5 the estimate is \(-13.0\) μeV. The small difference comes from the coarse derivatives: with derivatives of the computed polynomials, all six planes give \(-12.915\) μeV. So does the volume element \(\langle\chi|H-E|\psi\rangle\). Across the insulator interface the bracket of part (d) changes by the factor \(0.5/0.2=2.5\), which the masses compensate.

At \(z=3.0\) nm, in the middle of the gate, the same expression with the true mass gives \(-0.82\) μeV. That plane lies outside the common barrier.

Diagonalizing the complete \(H\) gives a splitting of 25.83 μeV, equal to \(2|M|\) at this precision. The transfer time \(\pi\hbar/(2|M|)\) is 80.1 ps. It applies to this isolated, coherent pair of levels. In a real gate stack, scattering in the electrodes usually destroys the phase relation much sooner. Electrons then cross at a rate proportional to \(|M|^2\) instead of oscillating. The diagonal shifts are \(D_l=-0.0016\) μeV and \(D_r=-0.012\) μeV, so their difference, 0.010 μeV, is small compared with the splitting. It is only part of the residual detuning: with the second-order shifts from the other levels included, the exact eigenstates correspond to a detuning of 0.027 μeV, still about a thousandth of the splitting.

Changing the film thickness and realigning the levels gives:

| film (nm) | \(\lvert M\rvert\) (μeV) | half splitting (μeV) |
|---|---|---|
| 0.5 | 178.38 | 178.41 |
| 1.0 | 47.713 | 47.713 |
| 1.5 | 12.915 | 12.915 |
| 2.0 | 3.532 | 3.532 |

For the thinnest film the two-state value is low by about 0.02% of \(|M|\). Each added 0.5 nm reduces \(|M|\) by a factor of about 3.7, as expected from \(e^{\kappa\times0.5\,\text{nm}}\) with \(\kappa\approx2.6\) nm⁻¹.

Finally, return to the 1.5 nm film and raise the gate band by 0.1 eV. Now \(E_r-E_l=0.0991\) eV, and \(M_S\) is \(-16.06\) μeV at the left edge of the barrier but \(-13.09\) μeV at the right edge. The difference, 2.96 μeV, equals \((E_r-E_l)\int\chi\psi\,dz\) over the barrier. A surface integral alone does not define a unique coupling between these detuned states.

## (f) Two traps and curved surfaces

**Two equal traps of vanishing range lie a distance \(d\) apart in a uniform insulator. Each alone binds an electron at depth \(\hbar^2\kappa^2/2m\) below the band edge. Find \(M\), and compare \(2|M|\) with the exact splitting for \(\kappa d>1\).**

**Solution.** At distance \(r\) from its own trap, each state is

\[
\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}{r}.
\]

Its norm is \((\kappa/2\pi)\,4\pi\int_0^\infty e^{-2\kappa r}dr=1\). By part (c), \(S\) may be a sphere of radius \(\rho\) around the left trap, shrunk towards it once the trap range has gone to zero. On it \(\partial_n\psi\to-\sqrt{\kappa/2\pi}/\rho^2\), and the area is \(4\pi\rho^2\). The term with \(\psi\,\partial_n\chi\) vanishes as \(\rho\to0\). With \(\chi=\sqrt{\kappa/2\pi}\,e^{-\kappa d}/d\) at the left trap,

\[
M=-\frac{\hbar^2}{2m}\,4\pi\,\frac{\kappa}{2\pi}\,\frac{e^{-\kappa d}}{d}
=-\frac{\hbar^2\kappa}{m}\frac{e^{-\kappa d}}{d}.
\]

For \(m=0.2\,m_e\), depth 1.0 eV and \(d=2.0\) nm, \(\kappa=\sqrt{0.2/0.0381}=2.291\) nm⁻¹ and \(M=-4.466\) meV. Numerical quadrature gives this value on planes 0.6 and 1.0 nm from the left trap, on a sphere of radius 0.7 nm around it, and on the bulged sheet \(z=0.8+0.5e^{-\rho^2}\). In the last formula lengths are in nm and \(\rho\) is the distance from the line joining the traps.

For the exact levels, write the wave function as \(c_1e^{-\kappa'r_1}/r_1+c_2e^{-\kappa'r_2}/r_2\). A trap of vanishing range fixes the logarithmic derivative of \(r_1\Psi\) at \(r_1\to0\) to its isolated value \(-\kappa\). This requires

\[
-\kappa'c_1+c_2\frac{e^{-\kappa'd}}{d}=-\kappa c_1,
\]

and the same with 1 and 2 exchanged. Hence \(c_2=\pm c_1\) and \(\kappa'_\pm=\kappa\pm e^{-\kappa'_\pm d}/d\). Put \(\delta=e^{-\kappa d}/d\) and \(u_\pm=\kappa'_\pm-\kappa\). Iterating \(u_\pm=\pm\delta e^{-u_\pm d}\) gives

\[
u_\pm=\pm\delta-\delta^2d\pm\tfrac32\delta^3d^2+\dots
\]

So \(u_+-u_-=2\delta+3\delta^3d^2\) and \(u_+^2-u_-^2=-4\delta^3d\), up to higher orders. The splitting is

\[
\Delta=\frac{\hbar^2}{2m}\left[2\kappa(u_+-u_-)+u_+^2-u_-^2\right]
=2|M|\left[1+\left(\frac32-\frac1{\kappa d}\right)e^{-2\kappa d}+\dots\right].
\]

The relative correction contains two crossings. At \(d=2.0\) nm the exact condition gives 8.9324 meV against \(2|M|=8.9312\) meV, a relative excess of \(1.34\times10^{-4}\). At 3.0 nm the excess is \(1.45\times10^{-6}\). As the traps approach, this expansion loses its small parameter, and the two-state use of \(M\) loses its justification.
